\section*{Band edges of the central-force Sen–Thorpe network of silica tetrahedra, part 1}

(Sections cited here and not found follow in the second part.)

\section{From springs to four squared frequencies}

\noindent\textbf{Q.} You want to find vibrational band edges of a silica-like network from one angle, two masses and one spring constant. A glass has no lattice and no wavevector. Which features of the network do you fix, and which do you leave free?

\noindent\textbf{A.} I fix the surroundings of each atom and leave the rest free. There are $N$ silicon atoms of mass $M$, each bonded to four oxygen atoms in regular tetrahedral directions. Each oxygen, of mass $m$, bridges two different silicon atoms, and the angle Si--O--Si has the same value $\theta$ at every oxygen, with $90^\circ<\theta<180^\circ$. I take a finite, connected piece repeated periodically, so that no bond is left dangling. Ring sizes and the rotation of neighbouring tetrahedra about their bonds are not specified.

Every oxygen is shared by two silicon atoms, so there are $4N/2=2N$ oxygen atoms, $4N$ bonds and $3(N+2N)=9N$ displacement components. The forces are springs of constant $\alpha$ along the Si--O bonds, and each spring has its natural length at equilibrium. There are no bond-bending and no Coulomb forces. This is the central-force Sen--Thorpe model.

\medskip
\noindent\textbf{Q.} A spring also changes its length when one end moves sideways. Why should the energy contain the motion along the bond and nothing else?

\noindent\textbf{A.} The sideways motion enters at higher order. Let $d$ be the bond length, $\mathbf r_b$ the unit vector of bond $b$ pointing from silicon to oxygen, and $\boldsymbol\delta=\mathbf x-\mathbf u$ the oxygen displacement minus the silicon displacement. The new length is
\begin{align}
|d\,\mathbf r_b+\boldsymbol\delta|
&=\sqrt{d^2+2d\,\mathbf r_b\cdot\boldsymbol\delta+\delta^2}\nonumber\\
&=d+\mathbf r_b\cdot\boldsymbol\delta
+\frac{\delta^2-(\mathbf r_b\cdot\boldsymbol\delta)^2}{2d}+\dots
\end{align}
The sideways part is of second order in the extension. The energy is the square of the extension, so this part first appears there at third order. In the harmonic approximation
\begin{equation}
V=\frac{\alpha}{2}\sum_b e_b^2,\qquad
e_b=\mathbf r_b\cdot(\mathbf x_{o(b)}-\mathbf u_{s(b)}),
\label{eq:energy}
\end{equation}
where $o(b)$ and $s(b)$ are the oxygen and the silicon of bond $b$. The natural-length assumption is needed here. A spring under tension has an energy term linear in its extension, and the sideways part would then contribute at second order.

\medskip
\noindent\textbf{Q.} That still leaves a $9N\times9N$ eigenvalue problem whose matrix depends on the orientation of every bond in space. How do you get rid of the orientations?

\noindent\textbf{A.} By using bond elongations as variables. Collect all displacements in a vector $q$ and write $e=Bq$, where $B$ has $4N$ rows and $9N$ columns. Let $\mathcal M$ be the diagonal matrix of masses. The equation of motion is $\mathcal M\ddot q=-\alpha B^{T}Bq$. With $y=\mathcal M^{1/2}q$ and time dependence $\cos\omega t$ it becomes
\begin{equation}
\omega^2y=C^{T}C\,y,\qquad C=\sqrt{\alpha}\,B\mathcal M^{-1/2}.
\end{equation}
I replace $C^{T}C$ by the $4N\times4N$ matrix
\begin{equation}
G=CC^{T}=\alpha B\mathcal M^{-1}B^{T}.
\end{equation}

\medskip
\noindent\textbf{Q.} The two matrices have different sizes, so they cannot have the same spectrum.

\noindent\textbf{A.} They have the same nonzero eigenvalues, with the same multiplicities. Suppose $C^{T}Cy=\lambda y$ with $\lambda\neq0$ and $y\ne0$, and put $f=Cy$. Then
\begin{equation}
Gf=CC^{T}Cy=C(\lambda y)=\lambda f .
\end{equation}
The vector $f$ is not zero, because $C^{T}f=\lambda y\neq0$. So $C$ maps the eigenspace of $C^{T}C$ into that of $G$ without losing dimensions. In the same way $C^{T}$ maps the eigenspace of $G$ back without loss. The two dimensions are therefore equal. What is lost in going to $G$ is a set of zero-frequency motions, which stretch no bond.

\medskip
\noindent\textbf{Q.} Then show me the elements of $G$, with their signs.

\noindent\textbf{A.} By \eqref{eq:energy}, the derivative of $e_b$ is $+\mathbf r_b$ with respect to its oxygen displacement and $-\mathbf r_b$ with respect to its silicon displacement. The element $(B\mathcal M^{-1}B^{T})_{bb'}$ is the sum, over atoms common to $b$ and $b'$, of the product of these derivatives divided by the mass.

For $b=b'$ both atoms are common, which gives $1/m+1/M$.

For two bonds at the same oxygen the result is $\mathbf r_b\cdot\mathbf r_{b'}/m$. Both vectors point towards the oxygen. Reversing both makes them point from the oxygen to its two silicon atoms, and their product does not change. It is therefore $\cos\theta$, and the element is $\cos\theta/m$.

For two bonds at the same silicon the two minus signs cancel and the result is $\mathbf r_b\cdot\mathbf r_{b'}/M$. The four vectors of a regular tetrahedron add up to zero. Multiplying their sum by one of them gives $1+3\,\mathbf r_b\cdot\mathbf r_{b'}=0$, so the product is $-1/3$ and the element is $-1/(3M)$.

Bonds without a common atom give zero. No orientation in space is left; the elements depend on local angles and on which bonds meet.

\medskip
\noindent\textbf{Q.} The pattern of which bonds meet is still the whole random network. What have you gained?

\noindent\textbf{A.} The pattern can be written with two simple operators. For any set of numbers $f_b$ on the bonds, let
\begin{equation}
(Pf)_b=f_{\bar b},\qquad
(Qf)_b=\frac14\sum_{b'\ \mathrm{at}\ s(b)}f_{b'},
\end{equation}
where $\bar b$ is the other bond of the same oxygen. $P$ swaps the two bonds of each oxygen. $Q$ replaces each value by the average over the four bonds of its silicon. Both are symmetric matrices, with $P^2=1$ and $Q^2=Q$. Hence $P$ has eigenvalues $\pm1$, and $Q$ has eigenvalues $0$ and $1$.

The oxygen terms of $G$ are $(\alpha/m)(1+\cos\theta\,P)$. The silicon terms, within one tetrahedron, are $\alpha/M$ times a $4\times4$ matrix with $1$ on the diagonal and $-1/3$ elsewhere. If $J$ is the matrix with all elements equal to one, this matrix is
\begin{equation}
\frac43\,\mathbf 1-\frac13J=\frac43\left(\mathbf 1-\frac J4\right)=\frac43(1-Q),
\end{equation}
since its diagonal is $4/3-1/3=1$ and $Q=J/4$ within the tetrahedron. With the abbreviations
\begin{equation}
a=\frac{\alpha}{m},\qquad b=\frac{4\alpha}{3M},\qquad c=\cos\theta<0,
\end{equation}
the result is
\begin{equation}
G=a(1+cP)+b(1-Q).
\label{eq:G}
\end{equation}
The letter $b$ as a coefficient is this constant; as an index it labels a bond.

\medskip
\noindent\textbf{Q.} Now the four frequencies, please.

\noindent\textbf{A.} Take a vector that is an eigenvector of both $P$ and $Q$. There are four combinations of eigenvalues, and \eqref{eq:G} gives
\begin{align}
P=+1,\ Q=1:&\quad \omega_1^2=\frac{\alpha}{m}(1+\cos\theta),\label{eq:w1}\\
P=-1,\ Q=1:&\quad \omega_2^2=\frac{\alpha}{m}(1-\cos\theta),\label{eq:w2}\\
P=+1,\ Q=0:&\quad \omega_3^2=\frac{\alpha}{m}(1+\cos\theta)+\frac{4\alpha}{3M},\label{eq:w3}\\
P=-1,\ Q=0:&\quad \omega_4^2=\frac{\alpha}{m}(1-\cos\theta)+\frac{4\alpha}{3M}.\label{eq:w4}
\end{align}

\medskip
\noindent\textbf{Q.} The first two do not contain the silicon mass. Does the silicon really stand still, or is this an accident of the algebra?

\noindent\textbf{A.} It stands still. From an eigenvector $f$ of $G$ the displacements follow as $y\propto C^{T}f$, hence $q=\mathcal M^{-1/2}y\propto\mathcal M^{-1}B^{T}f$. For the atoms this reads
\begin{equation}
\mathbf x\propto\frac1m\left(f_b\mathbf r_b+f_{\bar b}\mathbf r_{\bar b}\right),\qquad
\mathbf u\propto-\frac1M\sum_{b\ \mathrm{at\ Si}}f_b\mathbf r_b .
\label{eq:motion}
\end{equation}
If $Q=1$, the four $f_b$ at a silicon are equal. The sum is then $f_b$ times the sum of the four tetrahedral vectors, which is zero. The four spring forces on the silicon balance.

The eigenvalue of $P$ decides how the oxygen moves. For $P=+1$ its displacement is along $\mathbf r_b+\mathbf r_{\bar b}$, the bisector of the bridge. For $P=-1$ it is along $\mathbf r_b-\mathbf r_{\bar b}$. The two silicon atoms lie at $-d\,\mathbf r_b$ and $-d\,\mathbf r_{\bar b}$ from the oxygen, so this direction is parallel to the Si--Si line.

\medskip
\noindent\textbf{Q.} If the silicon is at rest, I should be able to find $\omega_1$ and $\omega_2$ with a single oxygen between two fixed walls.

\noindent\textbf{A.} You can. Move the oxygen by $x$ along the bisector. Each bond makes an angle $\theta/2$ with the bisector, so its length changes by $x\cos(\theta/2)$ in magnitude. The component of its force along the bisector carries another factor $\cos(\theta/2)$. Two bonds give the restoring force
\begin{equation}
2\alpha x\cos^2\frac\theta2=\alpha x(1+\cos\theta),
\end{equation}
and division by $mx$ gives \eqref{eq:w1}. For motion parallel to the Si--Si line the factor is $2\sin^2(\theta/2)=1-\cos\theta$, which gives \eqref{eq:w2}. A wide bridge is soft along its bisector and stiff along the Si--Si line.

\medskip
\noindent\textbf{Q.} And in the other two modes, how much of the motion belongs to silicon?

\noindent\textbf{A.} The share of silicon in the kinetic energy is the silicon part of $|y|^2$ divided by the whole. With $y=C^{T}f$ we have $|y|^2=f^{T}CC^{T}f=f^{T}Gf=\omega^2|f|^2$. The silicon part is the contribution of the silicon terms of $G$, namely $f^{T}b(1-Q)f$, which equals $b|f|^2$ when $Q=0$. Therefore
\begin{equation}
\frac{T_{\mathrm{Si}}}{T}=\frac{b}{\omega^2}\qquad(Q=0).
\label{eq:share}
\end{equation}
The mode at $\omega_3$ has the smaller $\omega^2$ of the two and so the larger silicon share.

\medskip
\noindent\textbf{Q.} Give me numbers, so that I can judge the sizes.

\noindent\textbf{A.} I take rounded masses $m=16.00$~u and $M=28.09$~u, and choose round model parameters $\alpha=500$~N/m and $\theta=145^\circ$, so that $c=-0.8192$. Squared angular frequencies are given in units of $10^{27}\,\mathrm{s}^{-2}$. In this unit
\begin{equation}
a=\frac{\alpha}{m}=18.82,\qquad
b=\frac43\,\frac mM\,a=\frac43\times0.5696\times18.82=14.29 .
\end{equation}
The four values are
\begin{align}
\omega_1^2&=18.82\times(1-0.8192)=3.40,\\
\omega_2^2&=18.82\times(1+0.8192)=34.23,\\
\omega_3^2&=3.40+14.29=17.70,\\
\omega_4^2&=34.23+14.29=48.53,
\end{align}
where the last digits come from the unrounded values. Dividing $\omega$ by $2\pi$ times the speed of light gives wavenumbers of $310$, $982$, $706$ and $1169\ \mathrm{cm}^{-1}$ for $\omega_1$ to $\omega_4$. By \eqref{eq:share} the silicon share is $14.29/17.70=0.81$ at $\omega_3$ and $14.29/48.53=0.29$ at $\omega_4$.

\medskip
\noindent\textbf{Q.} I have a serious objection. $P$ and $Q$ do not commute: averaging around a silicon and then swapping is different from swapping and then averaging. An eigenvector of $G$ need not be an eigenvector of both. Your four values may be four special frequencies and not edges of anything.

\noindent\textbf{A.} The objection is right, and so far I have shown only what follows if such common eigenvectors exist. One part can be settled at once. The eigenvalues of $a(1+cP)$ are $a(1+c)$ and $a(1-c)$, and the first is the smaller because $c<0$. The eigenvalues of $b(1-Q)$ are $0$ and $b$. For every $f$ of unit length, $f^{T}Gf$ is therefore at least $a(1+c)+0$ and at most $a(1-c)+b$:
\begin{equation}
\omega_1^2\le\omega^2\le\omega_4^2\qquad\text{for every eigenvalue of }G.
\label{eq:outer}
\end{equation}
These are outer bounds for any arrangement of the tetrahedra. They also count the zero modes. For $\theta<180^\circ$ we have $\omega_1^2>0$, so all $4N$ eigenvalues of $G$ are positive, and the remaining $9N-4N=5N$ vibrations have zero frequency. Whether $\omega_2$ and $\omega_3$ limit anything is not decided by \eqref{eq:outer}. The next section settles it by finding the eigenvectors which $P$ and $Q$ do not share.

Common eigenvectors of $P$ and $Q$, where they exist, give the four squared frequencies, and every eigenvalue of $G$ lies between $\omega_1^2$ and $\omega_4^2$. It remains to find the eigenvectors which $P$ and $Q$ do not share, and so to settle whether $\omega_2$ and $\omega_3$ limit anything.

Numbers in the example were calculated in double precision.
